# Electron spill into the vacuum of a charged periodic slab

## The physical situation

A metal slab is given extra electrons, as in a model of a charged electrode. The calculation is periodic in all three directions, so the charged slab repeats along its normal with vacuum between the copies. A periodic system with a net charge per cell has no finite electrostatic energy, and a uniform positive background is therefore added to make the cell neutral. This background also fills the vacuum, where it attracts electrons. If the slab charge or the vacuum thickness is large enough, some electrons leave the metal and settle midway between the slabs. At what charge and thickness does this begin?

Let the slab have thickness \(d\), the vacuum thickness \(w\), and the cell height \(L=d+w\). The number of extra electrons per unit area is \(\sigma>0\), and the background has positive charge density \(\sigma/L\). Hartree atomic units are used: lengths are in bohr and energies in hartree. The potential energy of an electron is \(V\), so that positive charge lowers \(V\). The slab is symmetric and uniform along its surface, and it screens well. Energies are measured from its Fermi level, \(E_F=0\), and \(W\) is the work function of the neutral slab. Until the section on exchange, the vacuum electrons feel the Hartree potential alone, at zero temperature.

## The parabolic well

For a positive background density \(\rho_b\) and an electron density \(n_e\), Poisson's equation for the electron energy reads

\[
V''=4\pi(\rho_b-n_e).
\]

In the empty vacuum \(n_e=0\) and \(\rho_b=\sigma/L\). Measure \(u\) from the middle of the vacuum. By symmetry \(V'(0)=0\), and two integrations give

\[
V(u)=V(0)+\tfrac12\omega^2u^2,\qquad \omega^2=\frac{4\pi\sigma}{L}.
\]

The curvature is positive, so this is a well for electrons. Since the electron mass is one, \(\omega\) is also its oscillation frequency.

The height at the faces, \(u=\pm w/2\), is fixed by the work function: an electron just outside the metal has energy \(W\). Hence

\[
V(u)=W-D+\tfrac12\omega^2u^2,\qquad
D=\frac{\omega^2w^2}{8}=\frac{\pi\sigma w^2}{2L}.
\]

Charge balance confirms the slope at the faces. The field vanishes inside the metal, so the interior holds \(\sigma d/L\) extra electrons per area to cancel its own background. The remaining \(\sigma-\sigma d/L=\sigma w/L\) sits on the two faces, half on each. Crossing a sheet of \(\nu\) electrons per area changes \(V'\) by \(-4\pi\nu\). With \(\nu=\sigma w/(2L)\), the slope on leaving the metal is \(-2\pi\sigma w/L=-\omega^2w/2\), which is the slope of the parabola there.

### Where the vacuum begins

The screening charge has a finite thickness, so the "face" needs a definition. Suppose its centroid lies a distance \(\delta\) inside the geometrical edge. Integrating the slope through the charged layer gives an additional drop \(4\pi\nu\delta=\omega^2w\delta/2\) before the edge is reached. The total drop is

\[
\omega^2\left(\frac{w^2}{8}+\frac{w\delta}{2}\right)
=\frac{\omega^2}{8}(w+2\delta)^2-\frac{\omega^2\delta^2}{2}.
\]

To first order in \(\delta/w\), the simple formula survives if \(w\) is measured between the centroids of the screening charge. These are the electrical surface planes. The neutral work function is then the right reference: in linear response, charging adds deep inside the metal only a small shift, of second order in \(\delta/w\) relative to the drop, and adds a straight line just outside, and that line extrapolates to zero at the centroid. Beyond linear response the centroid can move outward as the slab takes up more electrons, so for a real metal the planes should be found at a charge near the threshold. From here on, \(w\) is the distance between these planes, treated as fixed, and \(d=L-w\).

A slab whose electrons respond linearly, \(n=-k^2V/(4\pi)\), tests this rule. With \(k=1.5\) bohr\(^{-1}\) and edges 40 bohr apart, the planes are 41.33 bohr apart. The plane formula gives a drop of 0.1755 hartree and the solved Poisson equation 0.1757 hartree, whereas the edge distance gives 0.1643 hartree. The small remainder is second order. The interior must hold density \(\sigma/L\), which requires \(V=-\omega^2/k^2\) there, and the neglected term above is \(-\omega^2\delta^2/2\) with \(\delta=1/k\). Together they deepen the well by \(\omega^2/(2k^2)\approx0.0002\) hartree.

## Leading order: the bottom of the well reaches the Fermi level

If the electron is treated as a classical particle, spilling begins when \(V(0)=0\), that is, when \(D=W\). This gives

\[
\sigma_0=\frac{2WL}{\pi w^2}=\frac{2W(w+d)}{\pi w^2}.
\]

The answer is a curve in the plane of charge and vacuum thickness, not a separate limit on each. It has two simple ends:

\[
\sigma_0\to\frac{2W}{\pi w}\quad(w\gg d),\qquad
\sigma_0\to\frac{2Wd}{\pi w^2}\quad(w\ll d).
\]

In the second case most of the extra charge neutralizes background inside the metal, and little is left on the faces to produce a field.

For a given charge, the critical vacuum follows from \(\pi\sigma w^2=2W(w+d)\). With the length \(a=2W/(\pi\sigma)\) this becomes \(w^2-aw-ad=0\), whose positive root is

\[
w_0=\frac a2+\sqrt{\frac{a^2}{4}+ad}.
\]

## First correction: zero-point energy

An electron cannot rest at the bottom of the well. Its motion along \(u\) costs at least \(\omega/2\), while motion parallel to the surface can have zero energy. The lowest level of the empty well is therefore

\[
\varepsilon_b=W-\frac{\omega^2w^2}{8}+\frac{\omega}{2},
\]

and the threshold is \(\varepsilon_b=0\). Multiplication by \(-8/w^2\) gives a quadratic equation,

\[
\omega^2-\frac{4}{w^2}\,\omega-\frac{8W}{w^2}=0,
\]

with the positive root

\[
\omega_c=\frac{2}{w^2}\left[1+\sqrt{1+\Lambda^2}\right],\qquad
\Lambda=\sqrt{2W}\,w.
\]

Since \(\sigma=L\omega^2/(4\pi)\), squaring the bracket gives

\[
\sigma_c=\frac{L}{\pi w^4}\left[2+\Lambda^2+2\sqrt{1+\Lambda^2}\right].
\]

The large parameter is \(\Lambda\), the vacuum thickness divided by the decay length \(1/\sqrt{2W}\) of an electron at the Fermi level outside the neutral metal. For \(\Lambda\gg1\), \(\sqrt{1+\Lambda^2}=\Lambda+O(1/\Lambda)\). Taking out \(\Lambda^2=2Ww^2\),

\[
\sigma_c=\sigma_0\left[1+\frac{2}{\Lambda}+\frac{2}{\Lambda^2}+O(\Lambda^{-3})\right].
\]

The zero-point energy delays the spill by a relative amount \(2/\Lambda\).

The same parameter controls the use of a full parabola. The ground-state density is \(\psi^2=\sqrt{\omega/\pi}\,e^{-\omega u^2}\). At a face its exponent is \(\omega_cw^2/4\approx\Lambda/2\), so for large \(\Lambda\) the electron hardly notices that the parabola ends there. For \(\Lambda\) of order one, the state overlaps the metal and the idea of a separate vacuum level fails.

### More vacuum makes the spill easier

Write

\[
\sigma_c=\frac{(w\omega_c)^2}{4\pi}\left(\frac1w+\frac{d}{w^2}\right),\qquad
w\omega_c=2\left[\frac1w+\sqrt{\frac1{w^2}+2W}\right].
\]

Every factor falls as \(w\) grows, so \(\sigma_c\) falls steadily. For \(w\gg d\), the corrections from slab thickness and zero-point motion add to first order:

\[
\sigma_c\simeq\frac{2W}{\pi w}\left[1+\frac dw+\frac{2}{\sqrt{2W}\,w}\right].
\]

For a neutral slab, thicker vacuum separates the copies better. For a negatively charged slab with this background, it eventually empties part of the charge into the vacuum.

Removing the background does not cure this. Outside an isolated, infinite sheet with \(\sigma\) extra electrons per area, \(V\) falls with slope \(-2\pi\sigma\) on each side, without limit. The extra electrons are then held only by a barrier. The parabola belongs to the background, but the tendency to leave belongs to the charged sheet. A basis set without functions in the vacuum can hide the spill, because it cannot represent the escaped density; the low potential is still there.

### The correction at fixed charge

At fixed \(\sigma\), the zero-point energy raises the critical vacuum. Put \(w=w_0+\Delta w\) in \(D(w)=W+\omega/2\). Because \(D\propto w^2/(w+d)\),

\[
\frac{1}{D}\frac{dD}{dw}=\frac2w-\frac1{w+d}=\frac{w+2d}{w(w+d)}.
\]

With \(D(w_0)=W\), the first correction is

\[
\Delta w=\frac{\omega}{2W}\,\frac{w_0(w_0+d)}{w_0+2d},
\]

where \(\omega\) is evaluated at \(w_0\).

## Numbers for a model slab

Take round parameters: \(W=0.15\) hartree, \(d=15\) bohr, \(w=40\) bohr, and a surface cell of 30 bohr\(^2\). Then \(L=55\) bohr and the leading estimate is

\[
\sigma_0=\frac{2(0.15)(55)}{\pi(40)^2}=3.28\times10^{-3}\ \text{bohr}^{-2}.
\]

Here \(\Lambda=\sqrt{0.30}\times40=21.9\), so the first correction is \(2/\Lambda=0.091\) and gives \(3.58\times10^{-3}\) bohr\(^{-2}\). The full solution of the quadratic is \(\sigma_c=3.60\times10^{-3}\) bohr\(^{-2}\), or 1.28 nm\(^{-2}\). This is \(3.60\times10^{-3}\times30=0.108\) electrons per surface cell: about a tenth of an electron is enough. At threshold the depth is 0.1643 hartree and the zero-point energy 0.0143 hartree; their difference is \(W\).

As a test of the level condition, the parabola was joined to a slab well whose floor lies 0.3 hartree below the Fermi level, and the Schrödinger equation was diagonalized for the whole cell. At \(w=40\) bohr the charge at which the vacuum level reaches \(E_F\) agrees with \(\sigma_c\) to the four digits printed. Thinner vacuum couples the level to the slab: at \(w=20\) bohr, floors between 0.2 and 0.4 hartree give thresholds from 9.75 to \(10.05\times10^{-3}\) bohr\(^{-2}\).

The threshold falls with vacuum thickness as follows.

| \(w\) (bohr) | \(\sigma_c\) (\(10^{-3}\) bohr\(^{-2}\)) |
|---:|---:|
| 20 | 10.0 |
| 40 | 3.60 |
| 80 | 1.48 |
| 160 | 0.668 |

From 20 to 40 bohr the threshold drops by a factor of 2.8, and from 80 to 160 bohr by 2.2. The factor approaches two as the law \(1/w\) takes over.

Now fix \(\sigma=0.002\) bohr\(^{-2}\). Then \(a=0.30/(0.002\pi)=47.7\) bohr, and

\[
w_0=23.9+\sqrt{23.9^2+47.7\times15}\approx59.7\ \text{bohr}.
\]

At this thickness \(\omega=\sqrt{4\pi(0.002)/74.7}=0.0183\) hartree, so

\[
\Delta w=\frac{0.0183}{0.30}\,\frac{59.7\times74.7}{89.7}\approx3.0\ \text{bohr}.
\]

The sum, 62.7 bohr, agrees with the numerical root of the full condition. The critical vacuum is 3.32 nm.

## After the spill: charge sloshing

The vacuum electrons repel one another, and this feedback limits the mixing that a self-consistent iteration can use. Let the well hold \(n\) electrons per area with density \(n\psi^2(u)\). These electrons come from the faces. The slab is taken as an ideal reservoir that screens fully at every step, so \(V=W\) at both faces remains fixed and only the vacuum density is iterated. If the metal's density is mixed as well, its own response also limits the mixing; that limit is not treated here.

The added potential obeys \(-\delta V''=4\pi n\psi^2\) and vanishes at \(u=\pm w/2\). The potential at \(u\) due to a unit sheet at \(u'\) is

\[
G(u,u')=\frac{4\pi}{w}\left(\frac w2-u_>\right)\left(\frac w2+u_<\right)
=\pi w-2\pi|u-u'|-\frac{4\pi uu'}{w},
\]

where \(u_>\) and \(u_<\) are the larger and smaller of the two positions. To first order the level rises by \(Kn\), with \(K\) the average of \(G\) over \(\psi^2(u)\psi^2(u')\). The product \(uu'\) averages to zero. Each position has variance \(1/(2\omega)\), so \(u-u'\) is Gaussian with variance \(1/\omega\) and mean absolute value \(\sqrt{2/(\pi\omega)}\). Hence

\[
K=\pi w-2\pi\sqrt{\frac{2}{\pi\omega}}.
\]

The first term describes a thin sheet; the second accounts for its width.

Free motion parallel to the surface gives, with two spins, \(1/\pi\) states per area and energy. A level at \(\varepsilon<0\) therefore holds \(n=-\varepsilon/\pi\). With \(\varepsilon=\varepsilon_b+Kn\),

\[
-\pi n=\varepsilon_b+Kn\quad\Rightarrow\quad
n=\frac{-\varepsilon_b}{\pi(1+\lambda)},\qquad
\lambda=\frac K\pi=w-\sqrt{\frac{8}{\pi\omega}}.
\]

In the last expression lengths are in bohr, so \(\lambda\) is a pure number.

In an iteration, an input density \(n_{\rm in}\) produces the output \(n_{\rm out}=-(\varepsilon_b+Kn_{\rm in})/\pi\). An input error \(e\) therefore becomes an output error \(-\lambda e\). Linear mixing takes a fraction \(\alpha\) of the output and \(1-\alpha\) of the input, so that

\[
e_{\rm new}=(1-\alpha)e-\alpha\lambda e=[1-\alpha(1+\lambda)]\,e.
\]

The error shrinks if \(0<\alpha<2/(1+\lambda)\). Above this limit it changes sign and grows at each step: charge sloshes between the metal and the middle of the vacuum. For thick vacuum \(\lambda\) grows nearly as \(w\), and the permitted mixing falls as \(2/w\).

In the example, 2 percent above threshold, \(\varepsilon_b=-0.00314\) hartree and \(1+\lambda=31.6\). The formula gives \(n=0.00314/(31.6\pi)=3.16\times10^{-5}\) bohr\(^{-2}\), and the self-consistent Schrödinger–Poisson solution gives \(3.17\times10^{-5}\) bohr\(^{-2}\). The mixing limit is \(2/31.6=0.063\). At \(\alpha=0.0696\) the predicted factor is \(1-0.0696\times31.6=-1.20\); the measured growth is 1.195 per step. These values assume zero smearing and a continuum of parallel momenta. With Fermi smearing, \(\lambda\) is multiplied by the occupation of the subband bottom, and at this charge the limit rises to about 0.35 at 300 K and 0.5 at \(k_BT=0.1\) eV. Without smearing, the spilled Fermi wavevector \(\sqrt{2\pi n}=0.014\) bohr\(^{-1}\) needs about 80 \(k\)-points per direction in the 30 bohr\(^2\) cell to be resolved. The small mixing limit thus has a definite electrostatic cause: a small charge moved a long way changes the level strongly. Small mixing in turn slows the rest of the iteration, because an error that does not affect the output shrinks only by the factor \(1-\alpha\) per step.

## Exchange makes the onset abrupt

The Hartree estimate predicts a population that grows continuously from zero. Local exchange changes this, because its potential, \(-(3n_e/\pi)^{1/3}\) for unpolarized electrons, falls steeply at low density. With \(n_e=n\psi^2\) and the Gaussian shape held fixed, the level is lowered by \(cn^{1/3}\), where

\[
c=\left(\frac3\pi\right)^{1/3}\!\int(\psi^2)^{4/3}du
=\left(\frac3\pi\right)^{1/3}\left(\frac\omega\pi\right)^{1/6}\sqrt{\frac34}.
\]

The integral is \((\omega/\pi)^{2/3}\sqrt{3\pi/(4\omega)}\), which reduces to the stated form. Self-consistency now requires \(-\pi n=\varepsilon_b+Kn-cn^{1/3}\). With \(x=n^{1/3}\),

\[
\varepsilon_b=cx-(\pi+K)x^3.
\]

The right side rises from zero to a maximum at \(x_m=\sqrt{c/[3(\pi+K)]}\), where \((\pi+K)x_m^3=cx_m/3\). Its largest value is

\[
\varepsilon_m=\frac{2c}{3}\sqrt{\frac{c}{3(\pi+K)}}.
\]

For \(0<\varepsilon_b<\varepsilon_m\), the empty well is a solution, since its level lies above \(E_F\). There are also two filled solutions. The derivative of \(n_{\rm out}-n\) with respect to \(n\) is \([c/(3x^2)-\pi-K]/\pi\). It is positive for \(x<x_m\), so the less filled solution repels a small-step iteration, and negative for \(x>x_m\), so the more filled one attracts it. At zero or very small smearing the starting density can therefore decide whether the calculation ends with an empty or a filled vacuum. For the example, Fermi smearing above about 0.002 hartree (0.05 eV) leaves a single solution in this fixed-shape model. Which has the lower total energy is a separate question, not settled here.

For the example \(c=0.390\) and \(\varepsilon_m=0.0094\) hartree. Near threshold, \(D\propto\sigma\) and \(\omega\propto\sqrt\sigma\), so a relative reduction \(\eta\) of \(\sigma\) raises \(\varepsilon_b\) by \((D-\omega/4)\eta=0.157\,\eta\) hartree. Filled solutions should thus begin at \(\eta=0.0094/0.157=0.06\), or \(0.94\,\sigma_c\). A self-consistent scan in steps of \(0.01\,\sigma_c\), with the shape free to relax, finds its lowest filled solution at \(0.94\,\sigma_c\). At \(0.97\,\sigma_c\) the filled well holds \(1.7\times10^{-4}\) electrons per bohr\(^2\), while the empty well is also a solution.

## Range of the estimate

The exchange shift is comparable with the zero-point correction and has the opposite sign, so the leading estimate is reliable here to about ten percent within this model. Correlation, spin polarization of the dilute vacuum electrons, and the image potential are left out. Local correlation moves the start of filled solutions from \(0.94\,\sigma_c\) to about \(0.88\,\sigma_c\) in the example. The classical image potential, which a local functional does not contain, is not confined to the faces: midway between them it is \(-\ln2/w=-0.017\) hartree, larger than the zero-point energy, and added to the Hartree well it lowers the threshold to about \(0.88\,\sigma_c\). All three favor filling the well, so the spill can begin at a smaller charge than estimated here. For a real metal, \(W\) and the electrical planes must come from the same level of theory as the slab calculation. A very thin slab, or one with few states at the Fermi level, is not an ideal reservoir: its Fermi level shifts as it is charged, and both the threshold and the feedback must include that shift. The computed values are collected in the numerical output below.

## Computed values

```
work function W: 0.15 hartree
slab thickness d: 15 bohr
vacuum thickness w: 40 bohr
cell height L: 55 bohr
surface cell area: 30 bohr^2
classical critical sigma: 3.283e-03 bohr^-2
critical sigma with zero point: 3.596e-03 bohr^-2
critical sigma, converted: 1.28 nm^-2
critical electrons per surface cell: 0.108
omega at threshold: 0.02866 hartree
well depth at threshold: 0.1643 hartree
zero-point energy at threshold: 0.0143 hartree
critical sigma, finite slab well: 3.596e-03 bohr^-2
critical sigma at w = 20 bohr: 1.003e-02 bohr^-2
critical sigma at w = 40 bohr: 3.596e-03 bohr^-2
critical sigma at w = 80 bohr: 1.484e-03 bohr^-2
critical sigma at w = 160 bohr: 6.679e-04 bohr^-2
fixed sigma: 0.002 bohr^-2
length a = 2W/(pi sigma): 47.7 bohr
classical critical vacuum: 59.7 bohr
critical vacuum with zero point: 62.7 bohr
critical vacuum, converted: 3.32 nm
screening slab, inverse screening length: 1.5 bohr^-1
screening slab, plane-to-plane vacuum: 41.33 bohr
screening slab, computed drop: 0.1757 hartree
screening slab, drop from planes: 0.1755 hartree
sigma past threshold: 3.668e-03 bohr^-2
bare level there: -0.00314 hartree
spilled density, formula: 3.165e-05 bohr^-2
spilled density, self-consistent: 3.170e-05 bohr^-2
sloshing eigenvalue 1+lambda, formula: 31.62
sloshing eigenvalue, from iteration: 31.55
largest stable linear mixing: 0.0632
mixing used for growth test: 0.0696
error growth per step there: 1.195
exchange coefficient c: 0.390 a.u.
exchange: highest bare level with filling: 0.0094 hartree
exchange: onset sigma/sigma_c, formula: 0.940
exchange: lowest filled sigma/sigma_c, scan: 0.94
exchange: spilled density at 0.97 sigma_c: 1.71e-04 bohr^-2
```
